# Second-Order Self-Energy and Electron Number in the Hubbard Dimer

**Examination question: the electron number of an approximate Green's function**

Two electrons occupy a Hubbard dimer at zero temperature,
\[ H=\sum_{i\sigma}\varepsilon_i n_{i\sigma}-t\sum_\sigma\left(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma}\right)+\sum_i U_i\,n_{i\uparrow}n_{i\downarrow},\qquad t>0 .\]
The algebra is in atomic units and numbers are in eV. All approximations are spin-restricted, so every one-particle quantity is a real symmetric \(2\times2\) matrix per spin. The Green's function is \(G_{ij}(\tau)=-\langle T c_i(\tau)c_j^\dagger(0)\rangle\), evolved with \(H-\mu \hat N\), and \(G(z)=\int d\tau\,e^{i\omega\tau}G(\tau)\) at \(z=\mu+i\omega\). The Dyson equation is \(G(z)=[z-h-\Sigma(z)]^{-1}\) with \(h\) static. The chemical potential \(\mu\) lies in a gap of the poles of both \(G\) and \(\Sigma\). The electron number \(N\) of an approximation is twice the spectral weight of \(\operatorname{Tr}G\) below \(\mu\). The model parameters are \(\varepsilon_1=-3\), \(\varepsilon_2=0\), \(t=1\), \(U_1=4\), \(U_2=1\) eV.

(a) Derive the second-order self-energy \(\Sigma[G_0]\) around the Hartree-Fock (HF) solution \(G_0\), with its poles and amplitudes.

(b) Write \(N\) as an integer plus a frequency integral over \(G\,\partial_z\Sigma\).

(c) Evaluate that integral when \(G\) is paired with \(\Sigma[G]\), and state the consequence for a self-consistent solution.

(d) Consider one-shot \(G=[z-h_{\rm HF}-\Sigma[G_0]]^{-1}\). Does \(\varepsilon_1\neq\varepsilon_2\) suffice to move \(N\) away from 2? Find the leading term of \(N-2\).

(e) Evaluate one-shot \(N\) for the given parameters.

(f) Iterate to self-consistency and compare with the exact solution.

(g) Decide whether the partially self-consistent schemes \(\Sigma_{ij}\propto G_{ij}(\tau)G_{0,ij}(\tau)G_{0,ji}(-\tau)\) and \(\Sigma_{ij}\propto G_{0,ij}(\tau)^2G_{ji}(-\tau)\) give an integer.

**Model answer (a)**

Let \(n_i\) be the HF occupation per spin, \(n_1+n_2=1\). The identity \(n_\uparrow n_\downarrow=(n_\uparrow-n)(n_\downarrow-n)+n(n_\uparrow+n_\downarrow)-n^2\) splits \(H\) into a one-body part with \(h_{ii}=\varepsilon_i+U_in_i\), \(h_{12}=-t\), a constant, and \(H_1=\sum_iU_i\,\delta n_{i\uparrow}\delta n_{i\downarrow}\) with \(\delta n_{i\sigma}=n_{i\sigma}-n_i\). With \(\delta=h_{22}-h_{11}\) the levels are split by \(\Delta=\varepsilon_b-\varepsilon_a=\sqrt{\delta^2+4t^2}\). The occupied and empty orbitals are \(a=(c,s)\) and \(b=(-s,c)\), with \(c^2=n_1\), \(s^2=n_2\), \(c^2-s^2=\delta/\Delta\).

Since \(\langle\delta n_{i\sigma}\rangle_0=0\), every Wick contraction that closes a density on itself vanishes. This removes the first order and all but one family of connected second-order terms in
\[ G^{(2)}_{kl}(\tau)=-\tfrac12\sum_{ij}U_iU_j\!\int\! d\tau_1d\tau_2\,\langle T c_{k\uparrow}(\tau)\,\delta n_{i\uparrow}(\tau_1)\delta n_{j\uparrow}(\tau_2)\,c^\dagger_{l\uparrow}(0)\rangle_{\rm c}\,\langle T\delta n_{i\downarrow}(\tau_1)\delta n_{j\downarrow}(\tau_2)\rangle .\]
In the spin-down factor \(\langle Tc_i^\dagger(1)c_j(2)\rangle=+G_{0,ji}(\tau_2-\tau_1)\) and \(\langle Tc_i(1)c_j^\dagger(2)\rangle=-G_{0,ij}(\tau_1-\tau_2)\), and the two contractions are nested, so the factor is \(-G_{0,ij}(\tau_{12})G_{0,ji}(-\tau_{12})\). In the spin-up factor the chain \(c_kc_i^\dagger\,c_ic_j^\dagger\,c_jc_l^\dagger\) gives three adjacent contractions, \((-1)^3G_{0,ki}G_{0,ij}(\tau_{12})G_{0,jl}\). The chain that visits the vertices in the opposite order is equal after relabelling and cancels the \(\tfrac12\). The overall sign is \((-1)(-1)^3(-1)=-1\), and comparison with \(G^{(2)}=G_0\Sigma G_0\) gives
\[ \Sigma_{ij}[G](\tau)=-U_iU_j\,G_{ij}(\tau)^2\,G_{ji}(-\tau),\]
here with \(G=G_0\). The self-consistent scheme is defined by using the same functional with the dressed \(G\).

A pole \(vv^T/(z-E)\) corresponds to \(-vv^Te^{-(E-\mu)\tau}\) at \(\tau>0\) if \(E>\mu\), and to \(+vv^Te^{-(E-\mu)\tau}\) at \(\tau<0\) if \(E<\mu\), as the Fourier integral confirms. For \(\tau>0\) the product has sign \((-1)(-1)^2(+1)=-1\) and exponent \(-(E_k+E_l-E_m-\mu)\tau\), with \(k,l\) above and \(m\) below \(\mu\). For \(\tau<0\) the sign is \((-1)(+1)^2(-1)=+1\) and the roles are exchanged. Both signs are those of a pole with a positive residue, so
\[ \Sigma(z)=\sum_\alpha\frac{u_\alpha u_\alpha^T}{z-E_\alpha},\qquad E_\alpha=E_k+E_l-E_m,\qquad u_{\alpha,i}=U_i\,v^k_iv^l_iv^m_i .\]
For \(G_0\) there are two poles: \(P=2\varepsilon_b-\varepsilon_a\) with \(p_i=U_ib_i^2a_i\), and \(Q=2\varepsilon_a-\varepsilon_b\) with \(q_i=U_ia_i^2b_i\) (the program labels \(Q\) as H). Projected on the orbitals,
\[ p_a=q_b=V=s^2c^2(U_1+U_2),\quad p_b=X=-U_1cs^3+U_2sc^3,\quad q_a=Y=-U_1c^3s+U_2s^3c .\]
If this \(\Sigma\) is the complete second order, the removal energy has an error of order \(U^3\) against exact diagonalization, where HF has order \(U^2\). The program tests this by scaling both \(U_i\) by 0.02 and 0.01: the errors fall by 8.106 and 4.041, near \(2^3\) and \(2^2\).

**Model answer (b)**

For one pole with \(x=E-\mu\),
\[ \frac1\pi\int_0^\infty\! d\omega\,\operatorname{Re}\frac1{i\omega-x}=-\frac1\pi\int_0^\infty\!\frac{x\,d\omega}{\omega^2+x^2}=-\tfrac12\operatorname{sgn}x ,\]
so adding \(\tfrac12\) gives 1 below \(\mu\) and 0 above. The weights of \(\operatorname{Tr}G\) sum to 2, because \(G\to\mathbb 1/z\) at large \(z\). Hence \(N/2=1+\frac1\pi\int_0^\infty d\omega\operatorname{Re}\operatorname{Tr}G\).

Let \(A=G^{-1}=z-h-\Sigma\) and \(L=\ln\det A\). Then \(\partial_zL=\operatorname{Tr}[G(\mathbb 1-\Sigma')]\), so \(\operatorname{Tr}G=\partial_zL+\operatorname{Tr}G\Sigma'\). On the line \(z=\mu+i\omega\), \(\partial_z=-i\partial_\omega\), and \(\operatorname{Re}(-i\partial_\omega L)=\partial_\omega\operatorname{Im}L\). The first term is therefore a phase difference. An eigenvalue \(\kappa=w^\dagger Aw\) of \(A\), with \(w\) normalized, has
\[ \operatorname{Im}\kappa=\omega+\sum_\alpha\frac{\omega\,|u_\alpha\!\cdot w|^2}{|z-E_\alpha|^2}>0\qquad(\omega>0),\]
which uses the positive residues found in (a). Each phase stays in \((0,\pi)\) and cannot wind. At \(\omega\to\infty\) both phases are \(\pi/2\). At \(\omega\to0^+\), \(A\) tends to the real symmetric matrix \(\mu-h-\Sigma(\mu)\), which has no zero eigenvalue because \(\mu\) is not a pole of \(G\); its \(n_+\) positive eigenvalues have phase 0 and its \(2-n_+\) negative ones have phase \(\pi\). The phase term is \(\frac1\pi[\pi-\pi(2-n_+)]=n_+-1\), and
\[ N=2(n_++I),\qquad I=\frac1\pi\int_0^\infty\! d\omega\operatorname{Re}\operatorname{Tr}G\Sigma'=\int_{-\infty}^\infty\frac{d\omega}{2\pi}\operatorname{Tr}G\Sigma' .\]
The last form holds because the integrand at \(-\omega\) is the complex conjugate of that at \(\omega\). \(I\) is the Luttinger integral. The integrand falls as \(z^{-3}\), so the line can be closed on the left, counterclockwise, with \(d\omega/2\pi=dz/2\pi i\): \(I\) is the sum of residues below \(\mu\). For fixed \(G(z)\) and \(\Sigma(z)\) it does not change as \(\mu\) moves within the gap, so no choice of \(\mu\) in the gap can repair a noninteger \(N\).

**Model answer (c)**

Differentiating \(\Sigma(z)=\int d\tau\,e^{(z-\mu)\tau}\Sigma(\tau)\) gives \(\Sigma'=\int d\tau\,\tau e^{i\omega\tau}\Sigma(\tau)\), and \(\int\frac{d\omega}{2\pi}e^{i\omega\tau}G(\mu+i\omega)=G(-\tau)\). Thus
\[ I=\int_{-\infty}^\infty\! d\tau\,\tau\operatorname{Tr}\Sigma(\tau)G(-\tau).\]
With \(\Sigma=\Sigma[G]\),
\[ \operatorname{Tr}\Sigma(\tau)G(-\tau)=-\sum_{ij}U_iU_j\,G_{ij}(\tau)^2G_{ji}(-\tau)^2 .\]
Replacing \(\tau\to-\tau\) and renaming \(i\leftrightarrow j\) returns the same sum, so it is even in \(\tau\). The gap makes it decay exponentially, the integral of \(\tau\) times it converges, and \(I[G,\Sigma[G]]=0\). The Dyson equation was not used, so this holds for any gapped \(G\). The program tests it by frequency quadrature for \(G_0\) and for the unconverged one-shot \(G\), to a tolerance of \(10^{-10}\).

The same fact follows from the Luttinger-Ward functional
\[ \Phi=-\tfrac12\sum_{ij}U_iU_j\!\int\! d\tau\,G^\uparrow_{ij}(\tau)G^\uparrow_{ji}(-\tau)G^\downarrow_{ij}(\tau)G^\downarrow_{ji}(-\tau).\]
\(G^\uparrow\) appears twice, the two variations are equal after relabelling, and \(\delta\Phi=\int d\tau\operatorname{Tr}\Sigma(\tau)\,\delta G^\uparrow(-\tau)\). The change \(G^\uparrow(\tau)\to e^{\alpha\tau}G^\uparrow(\tau)\), which shifts \(z\to z+\alpha\), leaves \(\Phi\) unchanged because \(e^{\alpha\tau}e^{-\alpha\tau}=1\). To first order \(\delta G^\uparrow(-\tau)=-\alpha\tau G(-\tau)\), so \(0=\delta\Phi=-\alpha I\). This is the Ward identity of a uniform, time-dependent gauge transformation of the spin-up electrons.

At self-consistency the \(G\) of the Dyson equation is the \(G\) inside \(\Sigma\), so (b) and (c) combine to \(N=2n_+\). The static \(h\) adds nothing to \(\Sigma'\) and affects \(I\) only through \(G\); since \(I[G,\Sigma[G]]=0\) for any gapped \(G\), the integer does not require updating \(h\). The result says that \(N\) is an integer, and \(n_+\) must still be computed to know which one. It fails if \(\mu\) meets a pole, and it is a zero-temperature statement: at \(T>0\) even the exact grand-canonical \(N\) is generally noninteger, because the one- and three-electron states are thermally populated with unequal weights.

**Model answer (d)**

Measure energies from the HF midgap, assumed to lie in the gap of \(G\), and put \(d=\Delta/2\), so \(\varepsilon_{a,b}=\mp d\), \(P=3d\), \(Q=-3d\). In the orbital basis
\[ \Sigma_{aa}=\frac{V^2}{z-3d}+\frac{Y^2}{z+3d},\quad \Sigma_{bb}=\frac{X^2}{z-3d}+\frac{V^2}{z+3d},\quad \Sigma_{ab}=\frac{VX}{z-3d}+\frac{VY}{z+3d}.\]
Substituting \(z\to-z\) gives \(\Sigma_{aa}(-z;X,Y)=-\Sigma_{bb}(z;Y,X)\) and \(\Sigma_{ab}(-z;X,Y)=-\Sigma_{ab}(z;Y,X)\), while \(-z+d=-(z-d)\). Hence \(G^{-1}(-z;X,Y)\) is minus \(G^{-1}(z;Y,X)\) with \(a\) and \(b\) exchanged, and \(\operatorname{Tr}G(-z;X,Y)=-\operatorname{Tr}G(z;Y,X)\). From (b), \(N-2=\frac2\pi\int_0^\infty d\omega\operatorname{Re}\operatorname{Tr}G(i\omega)\), and the real part is even in \(\omega\). Therefore, to all orders,
\[ N(X,Y)-2=-[N(Y,X)-2].\]
For \(X=Y\) this forces \(N=2\). For \(X=-Y\) the exchange equals \((X,Y)\to(-X,-Y)\), which only reverses the sign of \(\Sigma_{ab}\); the diagonal elements of \(G\) depend on \(\Sigma_{ab}^2\), so again \(N=2\). From (a), using \(c^2+s^2=1\),
\[ X+Y=sc\,(U_2-U_1),\qquad Y-X=-sc\,(c^2-s^2)(U_1+U_2).\]
Unequal site energies do not suffice. With \(U_1=U_2\) one has \(X=-Y\) for any \(\varepsilon_i\), which reflects the symmetry of the half-filled model under a particle-hole transformation combined with exchange of the sites. With \(n_1=n_2\), that is \(h_{11}=h_{22}\) or \(\varepsilon_1-\varepsilon_2=-(U_1-U_2)/2\), one has \(X=Y\). A violation needs both \(U_1\ne U_2\) and \(n_1\neq n_2\). The program tests both cases (\(U_1=U_2=2.5\) eV with the given \(\varepsilon_i\), and \(\varepsilon_1=-1.5\) eV with the given \(U_i\)) and finds \(N=2\) within \(10^{-11}\).

For the leading term, multiply the amplitudes by \(\lambda\) at fixed HF solution, so \(\Sigma\propto\lambda^2\), and expand \(G=G_0+G_0\Sigma G_0+\dots\) in \(I\), with \(n_+=1\) as for \(G_0\). Write \(g_a=1/(z+d)\), \(g_b=1/(z-d)\). The \(\lambda^2\) term is \(I[G_0,\Sigma[G_0]]=0\) by (c). Explicitly, \(-g_aV^2/(z-3d)^2\) has residue \(-V^2/(4d)^2\) at \(-d\), \(-g_bV^2/(z+3d)^2\) has residue \(+V^2/(4d)^2\) at \(-3d\), and the \(X^2\) and \(Y^2\) terms have all poles on one side and vanish on closing the contour on the other. The \(\lambda^4\) term, with \(\Sigma_{kl}=\Sigma_{lk}\), is
\[ I_4=\oint\frac{dz}{2\pi i}\sum_{kl}g_kg_l\,\Sigma_{kl}\Sigma_{lk}'=\frac12\oint\frac{dz}{2\pi i}\sum_{kl}g_kg_l\,(\Sigma_{kl}^2)' .\]
The squares contain \(V^4\), \(V^2XY\), \(X^4\), \(Y^4\), \(V^2X^2\), \(V^2Y^2\). The antisymmetry holds order by order, which removes the symmetric monomials \(V^4\) and \(V^2XY\). The \(X^4\) term, from \(g_b^2\Sigma_{bb}^2\), has poles only at \(d\) and \(3d\) and vanishes, and \(Y^4\) vanishes with it. So \(I_4=\gamma V^2(X^2-Y^2)\), and \(\gamma\) follows from the two \(V^2X^2\) terms.

In the \(bb\) term, integration by parts gives \(-\tfrac12(g_b^2)'\Sigma_{bb}^2=g_b^3\Sigma_{bb}^2\), whose cross term is \(2V^2X^2/[(z-3d)(z+3d)(z-d)^3]\). Its residue at \(-3d\) has coefficient \(2/[(-6d)(-4d)^3]=1/(192d^4)\). The \(ab\) and \(ba\) terms together give \(g_ag_b\,[V^2X^2/(z-3d)^2]'=-2V^2X^2/[(z-3d)^3(z-d)(z+d)]\), with coefficient \(-2/[(-4d)^3(-2d)]=-1/(64d^4)\) at \(-d\). The sum is \(\gamma=(1-3)/(192d^4)=-1/(96d^4)=-1/(6\Delta^4)\). Multiplying by 2 for spin, and using \(Y^2-X^2=(Y-X)(Y+X)=s^2c^2(c^2-s^2)(U_1-U_2)(U_1+U_2)\),
\[ \delta N_4=\frac{V^2(Y^2-X^2)}{3\Delta^4}=\frac{(n_1n_2)^3(n_1-n_2)(U_1-U_2)(U_1+U_2)^3}{3\Delta^4}.\]
At fixed HF solution the violation starts at fourth order in the interaction, two orders above the self-energy. If instead both \(U_i\) are scaled at fixed \(\varepsilon_i\), the leading power is still the fourth when \(\varepsilon_1\neq\varepsilon_2\), because \(n_1-n_2\) stays finite as \(U\to0\); for \(\varepsilon_1=\varepsilon_2\), \(n_1-n_2\) is itself of first order in \(U\) and the violation starts at fifth order. At this order, for repulsive \(U_i\), there are too many electrons when the more occupied site has the larger \(U\). The term also vanishes as \(n_1n_2\to0\), where both electrons sit on one site and \(V\to0\).

**Model answer (e)**

The numbers come from the numerical check. The HF solution is \(n_1=0.66252\), \(n_2=0.33748\), which gives \(h_{11}=-3+4(0.66252)=-0.34992\) eV, \(h_{22}=0.33748\) eV and \(\delta=0.68740\) eV. Then \(\Delta=\sqrt{0.68740^2+4}=2.11483\) eV (0.07772 hartree), and \(\delta/\Delta=0.32504=n_1-n_2\) closes the loop. The levels are \(\varepsilon_a=-1.06364\) and \(\varepsilon_b=1.05120\) eV, so \(P=3.1660\) and \(Q=-3.1785\) eV. The amplitudes are \(V=5\,n_1n_2=1.11794\), \(X=-0.32504\), \(Y=-1.09351\) eV.

Block inversion shows that the upper \(2\times2\) block of \((z-M)^{-1}\), with
\[ M=\begin{pmatrix}h&p&q\\p^T&P&0\\q^T&0&Q\end{pmatrix},\]
is \([z-h-pp^T/(z-P)-qq^T/(z-Q)]^{-1}\). The poles of \(G\) are the eigenvalues of \(M\), and the weights are the squared norms of the first two components of its eigenvectors:

| pole (eV) | weight per spin |
|---|---|
| −3.8927 | 0.18424 |
| −0.9215 | 0.82241 |
| 1.2781 | 0.90693 |
| 3.5112 | 0.08643 |

For any \(\mu\) between \(-0.9215\) and \(1.2781\) eV, \(N=2(0.18424+0.82241)=2.0133\). At \(\mu=0\) the matrix \(\mu-h-\Sigma(\mu)\) has eigenvalues \(-1.440\) and \(1.111\) eV, so \(n_+=1\), and quadrature gives \(I=0.00664579\), hence \(N=2(1+I)=2.01329158\). The program tests that the pole sum, the frequency integral of \(\operatorname{Tr}G\) and \(2(n_++I)\) agree within \(10^{-9}\) at \(\mu=0\) and \(0.3\) eV, and that the imaginary-time form of \(I\) agrees at \(\mu=0\).

The leading term is
\[ \delta N_4=\frac{1.11794^2\,(1.09351^2-0.32504^2)}{3\,(2.11483)^4}=\frac{1.2498\times1.0901}{60.01}=0.02270 .\]
It has the right sign and exceeds the full value 0.01329 by about 70% of the latter. The formula itself is confirmed at small \(\lambda\): \((N-2)/\lambda^4\) is 0.022672 at \(\lambda=0.05\) and 0.022578 at \(\lambda=0.1\), and eliminating the \(\lambda^2\) correction gives \((4\times0.022672-0.022578)/3=0.022703\), tested against the formula to a relative \(10^{-3}\). The drop of 0.000125 at \(\lambda^2=0.01\) implies a sixth-order coefficient near \(-0.0125\), more than half of \(\delta N_4\) in size, which is consistent with the overshoot of the fourth order at \(\lambda=1\); orders beyond the sixth are not estimated.

**Model answer (f)**

Define \(G_k=[z-h-\Sigma[G_{k-1}]]^{-1}\) with \(h\) fixed at HF. The pole formula of (a) and the enlarged matrix \(M\) give the first iterates without approximation. Merging the equal poles \((k,l)\) and \((l,k)\), two poles of \(G_1\) on each side give \(2\times3\times2=12\) poles of \(\Sigma\) and 14 of \(G_2\); seven on each side give \(2\times28\times7=392\) and 394 for \(G_3\). The growth rules out this route to convergence. The solver therefore fits \(G\) and \(\Sigma\) to a fixed logarithmic set of real poles, forms the product in \(\tau\), solves the Dyson equation in \(i\omega\), and mixes old and new \(G\). It is tested against the exact iterates, \(N_1,N_2,N_3=2.013292,\ 1.996789,\ 2.001340\), within \(10^{-6}\).

Subtracting \(I[G_{k-1},\Sigma[G_{k-1}]]=0\) gives, while \(n_+=1\),
\[ N_k-2=2\int\frac{d\omega}{2\pi}\operatorname{Tr}\,(G_k-G_{k-1})\,\Sigma'[G_{k-1}],\]
so the deviation is linear in the last change of \(G\) and disappears with it. The alternating sign of the three deviations is an observation for these parameters and is not derived here.

At convergence \(N=2.0000000\) and \(n_+=1\), with \(h\) fixed at HF and with \(h_{ii}=\varepsilon_i+U_in_i[G]\) updated, the latter at both \(\mu=0\) and \(0.3\) eV. The tests require \(|N-2|\) and \(|I|\) below \(10^{-6}\). With updated \(h\) the eigenvalues of \(\mu-h-\Sigma(\mu)\) at \(\mu=0\) are \(-1.285\) and \(1.189\) eV. The gap edges come from the decay rate of \(\operatorname{Tr}G(\pm\tau)\) between \(\tau=8\) and \(10\ \text{eV}^{-1}\), a method tested on the one-shot poles to \(10^{-3}\) eV, and they show that \(\mu\) is in the gap.

| scheme | N | edges (eV) | \(n_1\) |
|---|---|---|---|
| one-shot | 2.0133 | −0.922, 1.278 | 0.582 |
| self-consistent, \(h\) fixed | 2.0000 | −1.005, 1.212 | 0.604 |
| self-consistent, \(h\) updated | 2.0000 | −1.039, 1.195 | 0.629 |
| exact | 2 | −0.961, 1.264 | 0.609 |

The gaps are 2.200 eV (0.0808 hartree) one-shot, 2.234 eV (0.0821 hartree) fully self-consistent and 2.224 eV (0.0817 hartree) exact. The correct \(N\) does not bring better edges in this example. Relative to the exact edges, the fully self-consistent ones are off by \(-0.08\) and \(-0.07\) eV and the one-shot ones by \(+0.04\) and \(+0.01\) eV; the self-consistent gap is close to exact because its two errors nearly cancel in the difference.

**Model answer (g)**

Both schemes have positive residues by the argument of (a), so (b) applies, and only the parity in \(\tau\) has to be examined. In the first,
\[ \operatorname{Tr}\Sigma(\tau)G(-\tau)=-\sum_{ij}U_iU_j\,[G_{ij}(\tau)G_{ji}(-\tau)]\,[G_{0,ij}(\tau)G_{0,ji}(-\tau)],\]
and each bracket maps into itself under \(\tau\to-\tau\), \(i\leftrightarrow j\). So \(I=0\), and the converged result, with \(h\) fixed at HF, is \(N=2.0000000\). This scheme has the structure of \(GW_0\): for \(\Sigma_{ij}(\tau)\propto G_{ij}(\tau)W_{ij}(\tau)\) the argument needs only \(W_{ij}(\tau)=W_{ji}(-\tau)\) and the same \(G\) in \(\Sigma\) and in the Dyson equation. One-shot \(GW\) lacks the second condition, so its \(I\) is not protected; it is not computed here.

In the second scheme the sum is \(-\sum U_iU_jG_{0,ij}(\tau)^2G_{ji}(-\tau)^2\), which turns into a different function under \(\tau\to-\tau\). With \(G=G_0+\delta G\), the term linear in \(\delta G\) is \(2G_{0,ij}(\tau)^2G_{0,ji}(-\tau)\,\delta G_{ji}(-\tau)\), twice the corresponding one-shot term, and \(\delta G=G_0\Sigma[G_0]G_0\) is the same in both at leading order. The violation is therefore \(2\,\delta N_4\) at fourth order. The converged result, again with \(h\) fixed at HF, is \(N=2.0317\) with \(n_+=1\), and the program tests that it differs from 2 and equals \(2(n_++I)\). Its deviation is \(0.0317/0.0133\approx2.4\) times the one-shot deviation at this coupling, where higher orders are not small; the factor 2 itself is not tested. Convergence of an iteration therefore does not secure the integer, which the shift invariance found in (c) guarantees whenever the converged solution has \(\mu\) in a gap of \(G\) and \(\Sigma\). The invariance is a sufficient condition, and at leading order it is not a necessary one: in the second scheme the term \(2\,\delta N_4\) still vanishes when \(U_1=U_2\) or \(n_1=n_2\).

## Calculated quantities

```
eps1, eps2 = -3.0, 0.0 eV; t = 1.0 eV; U1, U2 = 4.0, 1.0 eV
mu = 0.0 eV; second mu = 0.3 eV
HF n1, n2 (per spin) = 0.66252, 0.33748
HF h11, h22 = -0.34992, 0.33748 eV
HF eps_a, eps_b = -1.06364, 1.05120 eV
HF gap D = 2.11483 eV = 0.07772 hartree
V, X, Y = 1.11794, -0.32504, -1.09351 eV
removal-energy error ratio, U scaled 0.02 vs 0.01: HF 4.041, one-shot 8.106
Sigma poles P, H = 3.16603, -3.17847 eV
one-shot poles (eV) = -3.89270 -0.92154 1.27812 3.51124
one-shot weights per spin = 0.18424 0.82241 0.90693 0.08643
one-shot gap = 2.1997 eV = 0.08084 hartree
one-shot N from poles = 2.01329158; n1 per spin = 0.58190
mu = 0.0 eV: N quadrature = 2.01329158, n_pos = 1, I = 0.00664579
   eigenvalues of mu-h-Sigma(mu) = -1.43990, 1.11105 eV
mu = 0.3 eV: N quadrature = 2.01329158, n_pos = 1, I = 0.00664579
   eigenvalues of mu-h-Sigma(mu) = -1.09342, 1.47574 eV
I from imaginary-time integral = 0.00664579
|I[G0,Sigma[G0]]| = 2.9e-17, |I[G1,Sigma[G1]]| = 4.8e-18
dN4 formula = 0.022703; (N-2)/lambda^4 extrapolated = 0.022703
(N-2)/lambda^4 at lambda = 0.05, 0.1: 0.022672, 0.022578
one-shot N, U1=U2=2.5 eV, same eps: 2.0000000000
one-shot N, eps1=-1.5 eV (n1=n2), same U: 2.0000000000
pole counts of G1, G2, G3 = 4, 14, 394
N of iterates, exact poles = 2.01329158 1.99678894 2.00134007
N of iterates, grid solver = 2.01329158 1.99678894 2.00134007
sc, h fixed, mu = 0.0 eV: N = 2.0000000, I = 1.6e-11, n_pos = 1, 31 its
   edges = -1.005, 1.212 eV; n1 per spin = 0.60388
sc, h updated, mu = 0.0 eV: N = 2.0000000, I = 2.9e-11, n_pos = 1, 43 its
   edges = -1.039, 1.195 eV; n1 per spin = 0.62925
sc, h updated, mu = 0.3 eV: N = 2.0000000, I = 2.9e-11, n_pos = 1, 43 its
   edges = -1.039, 1.195 eV; n1 per spin = 0.62925
G G0 G0(-tau), mu = 0.0 eV: N = 2.0000000, I = 1.2e-11, n_pos = 1, 29 its
   edges = -0.993, 1.228 eV; n1 per spin = 0.59979
G0 G0 G(-tau), mu = 0.0 eV: N = 2.0316836, I = 1.6e-02, n_pos = 1, 55 its
   edges = -0.836, 1.338 eV; n1 per spin = 0.55609
sc eigenvalues of mu-h-Sigma(mu) = -1.28522, 1.18897 eV
sc gap = 2.234 eV = 0.0821 hartree
exact edges = -0.9608, 1.2635 eV; n1 per spin = 0.60877
exact gap = 2.2243 eV = 0.08174 hartree
```
